\section*{Characteristic energy and mean energy for a Druyvesteyn electron swarm}

\section*{Problem}

Electrons of mass $m$ and charge $-e$ drift in a uniform, constant electric field of magnitude $E$ through a gas of atoms of mass $M\gg m$ and density $N$. The atoms are initially at rest. All collisions are elastic and isotropic, with a cross section $\sigma$ that does not depend on energy, so the mean free path $\lambda=1/(N\sigma)$ is constant. Electron--electron collisions and sources or losses of electrons are absent.

\begin{enumerate}
\item Derive the isotropic part of the electron energy distribution in the two-term approximation.
\item Calculate $D/\mu$, where $\mu>0$ is the mobility and $D$ the diffusion coefficient perpendicular to the field. Compare it with two-thirds of the mean electron energy expressed in volts.
\item Explain the sign of any difference, and find when the two quantities agree.
\item Evaluate the results for a model gas with $E/N=1$ Td $=10^{-21}\ \mathrm{V\,m^2}$, $\sigma=5\times10^{-20}\ \mathrm{m^2}$ and $M/m=50000$.
\end{enumerate}

\section*{Solution}

\subsection*{Transport integrals}

Write the velocity distribution as
\begin{equation}
F(\mathbf r,\mathbf v)=F_0(\mathbf r,v)+\hat{\mathbf v}\cdot\mathbf F_1(\mathbf r,v),
\end{equation}
neglecting higher angular harmonics. The acceleration $\mathbf a$ has magnitude $a=eE/m$ and points opposite to the electric field. I keep a general $\lambda(v)$ for the moment, because part 3 needs it.

Acting on $F_0$, the streaming terms of the Boltzmann equation give
\[
\mathbf v\cdot\nabla F_0+\mathbf a\cdot\nabla_vF_0
=\hat{\mathbf v}\cdot\left(v\nabla F_0+\mathbf a\frac{dF_0}{dv}\right).
\]
Isotropic scattering removes the directed part at the rate $v/\lambda$ and, to leading order in $m/M$, returns none of it. The first-harmonic balance is therefore
\begin{equation}
v\nabla F_0+\mathbf a\frac{dF_0}{dv}=-\frac{v}{\lambda}\mathbf F_1,
\qquad
\mathbf F_1=-\lambda\nabla F_0-\frac{\lambda\mathbf a}{v}\frac{dF_0}{dv}.
\label{eq:F1}
\end{equation}

Measure energy in volts, $\varepsilon=mv^2/(2e)$, so that $v=\gamma\varepsilon^{1/2}$ with $\gamma=(2e/m)^{1/2}$. Then
\[
v^2dv=\frac{\gamma^3}{2}\varepsilon^{1/2}d\varepsilon,\qquad
v^3dv=\frac{\gamma^4}{2}\varepsilon\,d\varepsilon .
\]
Setting $F_0=nf_0/(2\pi\gamma^3)$, with $n$ the electron density, turns $n=4\pi\int v^2F_0\,dv$ into the normalization
\begin{equation}
\int_0^\infty\varepsilon^{1/2}f_0\,d\varepsilon=1 .
\end{equation}

The angular average of $\hat v_i\hat v_j$ is $\delta_{ij}/3$, so the particle flux is
\[
\boldsymbol\Gamma=\int\mathbf vF\,d^3v=\frac{4\pi}{3}\int_0^\infty v^3\mathbf F_1\,dv .
\]
In the field term, $d/dv=(mv/e)\,d/d\varepsilon$, hence $(a/v)\,dF_0/dv=E\,dF_0/d\varepsilon$. The prefactor common to both terms is
\[
\frac{4\pi}{3}\,\frac{\gamma^4}{2}\,\frac{1}{2\pi\gamma^3}=\frac{\gamma}{3}.
\]
Comparison with $\boldsymbol\Gamma=-D\nabla n+n\mu E\,\hat{\mathbf a}$ gives
\begin{equation}
D=\frac{\gamma}{3}\int_0^\infty\lambda\varepsilon f_0\,d\varepsilon,
\qquad
\mu=-\frac{\gamma}{3}\int_0^\infty\lambda\varepsilon f_0'\,d\varepsilon ,
\label{eq:Dmu}
\end{equation}
where the prime means $d/d\varepsilon$.

This $D$ uses the $f_0$ of the uniform swarm, which is justified for a gradient perpendicular to the field. A first-order change of the scalar $f_0$ must be proportional to the scalar $\mathbf a\cdot\nabla n$, and this vanishes for a perpendicular gradient. It does not vanish for a gradient along the field, so the longitudinal coefficient needs a further calculation.

\subsection*{1. The energy distribution}

In a uniform steady state the net flow of electrons through a sphere of radius $v$ in velocity space is zero. The field contributes the outward flow
\[
\oint \mathbf a\cdot\hat{\mathbf v}\,F\,v^2d\Omega
=\frac{4\pi}{3}v^2\,\mathbf a\cdot\mathbf F_1
=-\frac{4\pi}{3}\lambda a^2v\frac{dF_0}{dv}.
\]

Recoil contributes an inward flow. After isotropic scattering in the centre-of-mass frame, the mean squared speed is $v^2(m^2+M^2)/(m+M)^2$. The mean fractional energy loss is thus $2mM/(m+M)^2\simeq2m/M$. Losses this small can be treated as continuous: $d\varepsilon/dt=-(2m/M)\varepsilon v/\lambda$, or $dv/dt=-(m/M)v^2/\lambda$. The balance of the two flows is
\[
-\frac{4\pi}{3}\lambda a^2v\frac{dF_0}{dv}
-4\pi v^2F_0\,\frac{m}{M}\frac{v^2}{\lambda}=0 .
\]
Solving for the logarithmic slope and changing to $\varepsilon$,
\begin{equation}
\beta(\varepsilon)\equiv-\frac{f_0'}{f_0}
=\frac{e}{mv}\,\frac{3mv^3}{M\lambda^2a^2}
=\frac{6m}{M}\frac{\varepsilon}{E^2\lambda^2}.
\label{eq:beta}
\end{equation}
The last step uses $v^2=2e\varepsilon/m$ and $a=eE/m$. For constant $\lambda$, integration gives the Druyvesteyn distribution
\begin{equation}
f_0=A\,e^{-\varepsilon^2/w^2},\qquad
w=E\lambda\sqrt{\frac{M}{3m}} .
\end{equation}

All the moments follow from the substitution $u=\varepsilon^2/w^2$:
\begin{equation}
\int_0^\infty\varepsilon^p e^{-\varepsilon^2/w^2}d\varepsilon
=\frac{w^{p+1}}{2}\,\Gamma\!\left(\frac{p+1}{2}\right).
\label{eq:moment}
\end{equation}
With $p=1/2$, normalization requires $A=2/[w^{3/2}\Gamma(3/4)]$.

\subsection*{2. The comparison}

For constant $\lambda$, integrate the mobility by parts. The boundary term $\varepsilon f_0$ vanishes at both ends, so
\[
\mu=\frac{\gamma\lambda}{3}\int_0^\infty f_0\,d\varepsilon
=\frac{\gamma\lambda}{3}\,\frac{Aw\sqrt\pi}{2},\qquad
D=\frac{\gamma\lambda}{3}\,\frac{Aw^2}{2},
\]
from $p=0$ and $p=1$ in Eq.~(\ref{eq:moment}). Therefore
\begin{equation}
\frac D\mu=\frac{w}{\sqrt\pi}\simeq0.5642\,w .
\end{equation}
The mean energy is the ratio of the moments with $p=3/2$ and $p=1/2$:
\begin{equation}
\langle\varepsilon\rangle=w\frac{\Gamma(5/4)}{\Gamma(3/4)}\simeq0.7397\,w,
\qquad \frac23\langle\varepsilon\rangle\simeq0.4931\,w .
\end{equation}
Using $\Gamma(5/4)=\Gamma(1/4)/4$, the ratio of the two quantities is
\begin{equation}
R=\frac{D/\mu}{\frac23\langle\varepsilon\rangle}
=\frac{3\,\Gamma(3/4)}{2\sqrt\pi\,\Gamma(5/4)}
=\frac{6\,\Gamma(3/4)}{\sqrt\pi\,\Gamma(1/4)}\simeq1.144 .
\end{equation}
They are not equal: $D/\mu$ is larger by about 14\%. Field, density, cross section and mass ratio enter through $w$ alone, which cancels. Within this model, raising the field does not change $R$.

The energy budget checks the width $w$. The power gained per electron, divided by $e$, is $\mu E^2$. The recoil loss in the same units is
\[
\frac{2m}{M}\frac{\gamma}{\lambda}\int_0^\infty\varepsilon^2f_0\,d\varepsilon
=\frac{2m}{M}\frac{\gamma}{\lambda}\frac{Aw^3\sqrt\pi}{4}
=\frac{\gamma\lambda Aw\sqrt\pi}{6}E^2=\mu E^2,
\]
where $w^2=E^2\lambda^2M/(3m)$ was inserted.

\subsection*{3. Why $D/\mu$ is larger}

The quantity $1/\beta(\varepsilon)$ acts as a local temperature in volts. It is constant for a Maxwellian, whereas here $\beta=2\varepsilon/w^2$, so the distribution is locally hotter at low energy. Let $\langle\cdot\rangle_D$ denote an average with weight $\lambda\varepsilon f_0$. Equation~(\ref{eq:Dmu}) gives
\begin{equation}
\frac{\mu}{D}=\langle\beta\rangle_D .
\end{equation}
The mean energy contains the same $\beta$ with another weight. Integration by parts gives
\[
\int_0^\infty\varepsilon^{3/2}\beta f_0\,d\varepsilon
=-\int_0^\infty\varepsilon^{3/2}f_0'\,d\varepsilon
=\frac32\int_0^\infty\varepsilon^{1/2}f_0\,d\varepsilon=\frac32 .
\]
Dividing by $\int\varepsilon^{3/2}f_0\,d\varepsilon=\langle\varepsilon\rangle$, and writing $\varepsilon^{3/2}=q\,\lambda\varepsilon$ with $q=\varepsilon^{1/2}/\lambda$,
\begin{equation}
\frac{1}{\frac23\langle\varepsilon\rangle}
=\frac{\langle\beta q\rangle_D}{\langle q\rangle_D}.
\end{equation}
The collision frequency is $v/\lambda=\gamma q$. Subtracting the two results,
\begin{equation}
\frac{1}{\frac23\langle\varepsilon\rangle}-\frac{\mu}{D}
=\frac{\langle\beta q\rangle_D-\langle\beta\rangle_D\langle q\rangle_D}{\langle q\rangle_D}
=\frac{\langle(\beta_1-\beta_2)(q_1-q_2)\rangle_D}{2\langle q\rangle_D},
\label{eq:cov}
\end{equation}
where 1 and 2 label two energies drawn independently with the weight $\lambda\varepsilon f_0$. For constant $\lambda$, both $\beta$ and $q$ increase with energy. The right side is positive, hence $D/\mu>\frac23\langle\varepsilon\rangle$. In physical terms, the diffusion weight favours slower electrons than the energy weight does, and there the Druyvesteyn distribution has its higher local temperature.

Equation~(\ref{eq:cov}) also identifies two cases of equality:
\begin{itemize}
\item For a Maxwellian, $\beta$ is constant, and $\lambda(\varepsilon)$ may be arbitrary.
\item For a constant collision frequency, $q$ is constant, and $f_0$ may have any shape for which the integrals converge and the boundary terms vanish.
\end{itemize}

The argument extends beyond constant $\lambda$. For elastic collisions with a cold gas, Eq.~(\ref{eq:beta}) reads $\beta=6mq^2/(ME^2)$ for any $\lambda(\varepsilon)$. Thus $\beta$ always rises with $q$, and $D/\mu\ge\frac23\langle\varepsilon\rangle$ whenever the distribution is normalizable and the integrals converge. This bound relies on $f_0$ and $\lambda$ belonging together. If the Druyvesteyn shape is kept but $\lambda\propto\varepsilon$ is inserted, $q$ falls while $\beta$ rises, and the ratio becomes 0.899. That combination does not satisfy the elastic balance.

\subsection*{4. Numbers for the model gas}

The energy gained over one mean free path along the field, in volts, is
\[
E\lambda=\frac{E/N}{\sigma}=\frac{10^{-21}}{5\times10^{-20}}\ \mathrm V=0.0200\ \mathrm V,
\]
and the width is $w=0.0200\sqrt{50000/3}\ \mathrm V=2.582$ V. Hence
\begin{align}
\langle\varepsilon\rangle&=0.7397\times2.582\ \mathrm V=1.910\ \mathrm V
\quad(\text{1.910 eV per electron}),\\
\tfrac23\langle\varepsilon\rangle&=1.273\ \mathrm V,\\
D/\mu&=0.5642\times2.582\ \mathrm V=1.457\ \mathrm V .
\end{align}
The difference is 0.184 V. Inserting $A$ and $\lambda=1/(N\sigma)$ in the separate coefficients gives
\begin{align}
DN&=\frac{\gamma\sqrt w}{3\sigma\Gamma(3/4)}
=5.185\times10^{24}\ \mathrm{m^{-1}s^{-1}},\\
\mu N&=\frac{\gamma\sqrt\pi}{3\sigma\Gamma(3/4)\sqrt w}
=3.559\times10^{24}\ \mathrm{V^{-1}m^{-1}s^{-1}} .
\end{align}
The drift speed is $(\mu N)(E/N)=3.56\times10^3$ m/s.

Taking $\frac32D/\mu$ as the mean energy would give 2.185 eV, which is 14.4\% above the model's mean energy. Conversely, estimating $D$ as $\frac23\langle\varepsilon\rangle\mu$ gives a value 12.6\% below the model's $D$.

\subsection*{Simulation check and limits of validity}

A Monte Carlo simulation with free flights and two-body recoil assumes neither the Druyvesteyn form nor the two-term approximation. At $M/m=500$ it gives $\langle\varepsilon\rangle/w=0.741$, against 0.740 from the formula, and $R=1.130$, against 1.144. The test allowed a deviation of 0.05 in $R$, to cover sampling error, the finite observation time and finite-mass corrections; the run does not separate these causes. Equality, $R=1$, lies well outside that allowance. The numerical output lists the remaining comparisons.

The same simulation gives a longitudinal diffusion coefficient of about 0.55 times the transverse one. This finite-time estimate is biased upward. Longitudinal spreading starts at the transverse rate and slows only as the energy distribution adjusts to the gradient, and the run lasts just a few energy relaxation times. The long-time two-term ratio is slightly below 0.5. Either value shows that the direction of $D$ must be specified: with the longitudinal coefficient, the ratio to $\frac23\langle\varepsilon\rangle$ would fall below one.

The two-term form requires $|\mathbf F_1|\ll F_0$. In the uniform swarm Eq.~(\ref{eq:F1}) gives $|\mathbf F_1|/F_0=E\lambda\beta$, which at $\varepsilon=w$ equals $2E\lambda/w=2\sqrt{3m/M}$. This is about 0.015 for the model gas, so the approximation is well founded there.

The cold-gas assumption requires $w$ to be large compared with the thermal voltage $k_{\mathrm B}T_{\mathrm g}/e$ of a gas at temperature $T_{\mathrm g}$. As the field tends to zero in a warm gas, the electrons approach a Maxwellian at $T_{\mathrm g}$ and $R$ tends to one. At high fields, electrons in the tail can reach inelastic thresholds. Equation~(\ref{eq:beta}) then fails, and neither the value 1.144 nor the bound $R\ge1$ follows from this derivation.

\section*{Computed results}
\begin{verbatim}
Reduced field E/N = 1.0 Td
Cross section sigma = 5.0e-20 m^2
Mass ratio M/m = 50000
Energy gain scale E*lambda = 0.0200 V
Druyvesteyn width w = 2.5820 V
Normalization A = 0.3934 V^(-3/2)
Mean energy = 1.9098 eV
Two-thirds of mean energy = 1.2732 V
D/mu = 1.4567 V
Difference = 0.1835 V
Ratio R = 1.14414
(D/mu)/w = 0.56419
Mean energy/w = 0.73967
(2/3) mean energy/w = 0.49311
D*N = 5.1848e+24 1/(m s)
mu*N = 3.5592e+24 1/(V m s)
Drift speed = 3559.2 m/s
Mean-energy overestimate from D/mu = 14.41 %
D underestimate from mean energy = 12.60 %
Heating/loss from quadrature = 1.0000000
Quadrature R, constant path = 1.14414
Quadrature R, constant frequency = 1.00000
Quadrature R, path proportional to energy = 0.89861
Maxwellian R, constant path = 1.00000
Maxwellian R, path proportional to energy = 1.00000
Monte Carlo mass ratio = 500
Monte Carlo mean energy/w = 0.7409
Monte Carlo <eps^2>/<eps>^2 = 1.3770
Druyvesteyn <eps^2>/<eps>^2 = 1.3708
Monte Carlo R (transverse D) = 1.130
Monte Carlo D_L/D_T, finite-time estimate = 0.55
\end{verbatim}
